# Surface Share of Recombination under Exponential Light Absorption, part 1

(Sections cited here and not found follow in the second part.)

## First half: the form of the answer and the direct solution

### What dimensions and uniformity fix

Light enters a thick semiconductor wafer through its surface at \(x=0\) and creates electron–hole pairs at depths \(x>0\). The carriers diffuse until they recombine, either in the bulk or at the surface. The quantity sought is \(F\), the fraction of all generated carriers that recombine at the surface in steady state.

Four quantities describe the process: the absorption coefficient \(\alpha\), an inverse length; the diffusion coefficient \(D\), a length squared per time; the bulk lifetime \(\tau\), a time; and the surface recombination velocity \(S\), a length per time. The photon flux drops out as long as each carrier's fate is independent of the others, because doubling the light then doubles every loss rate and leaves their ratios unchanged. Four quantities built from two dimensions, length and time, give two independent dimensionless groups. With the diffusion length

\[
L=\sqrt{D\tau},
\]

a convenient pair is

\[
a=\alpha L,\qquad \sigma=\frac{SL}{D}.
\]

Hence \(F\) is a function of \(a\) and \(\sigma\) alone.

The uniformity of the wafer fixes more. Let \(h(x)\) be the probability that a carrier born at depth \(x\) reaches the surface at least once before it recombines in the bulk. To reach the surface from depth \(x_1+x_2\), the carrier must first cross the plane at depth \(x_2\), a distance \(x_1\) away. From there it must travel the remaining distance \(x_2\). The material is uniform and has no far boundary, and diffusion keeps no memory of the earlier path, so the two probabilities multiply:

\[
h(x_1+x_2)=h(x_1)\,h(x_2).
\]

Since \(h(0)=1\) and \(h\) cannot increase with depth, the solution is an exponential, \(h(x)=e^{-\kappa x}\). The surface has not yet been met on this path, so \(\kappa\) cannot depend on \(S\). The one inverse length that \(D\) and \(\tau\) can form is \(1/L\), up to a pure number \(c\), so \(\kappa=c/L\).

Once at the surface, the carrier is eventually captured there with some probability \(g\). This no longer depends on where the carrier was born, so \(g\) is a function of \(\sigma\) alone. The birth depths have the distribution \(\alpha e^{-\alpha x}\), and therefore

\[
F=g(\sigma)\int_0^\infty \alpha e^{-\alpha x}e^{-cx/L}\,dx
=g(\sigma)\,\frac{\alpha}{\alpha+c/L}
=g(\sigma)\,\frac{a}{a+c}.
\]

The answer is thus a product of a surface factor and a depth factor. What remains is the number \(c\) and the function \(g\), and these require the transport equation. The result will be \(c=1\) and \(g=\sigma/(1+\sigma)\), that is,

\[
F=\frac{S}{S+D/L}\;\frac{\alpha L}{1+\alpha L}.
\]

### The balance of carriers

Let \(\Phi\) be the number of photons that enter the wafer per area and time, after reflection at the surface. Absorption removes a fixed fraction of the light per length, so the flux \(I\) inside obeys \(I'=-\alpha I\) with \(I(0)=\Phi\), which gives \(I=\Phi e^{-\alpha x}\). If each absorbed photon creates one pair, the generation rate per volume is

\[
G(x)=-I'(x)=\alpha\Phi e^{-\alpha x},
\qquad
\int_0^\infty G\,dx=\Phi .
\]

Let \(n(x)\) be the excess density of minority carriers, measured from its equilibrium value. For definiteness these are electrons in p-type material. Three assumptions make the problem linear.

First, the injection is low: \(n\) is much smaller than the density of majority carriers. An electron then finds a nearly unchanged supply of holes, and the bulk recombination rate per volume is taken as \(n/\tau\) with constant \(\tau\). If the recombination centres capture electrons \(k\) times more readily than holes, with \(k>1\), this needs the stricter condition that \(n\) be much smaller than the majority density divided by \(k\).

Second, no electric field acts on the minority carriers in the bulk, so their particle flux is purely diffusive,

\[
J=-D\,n'(x),
\]

counted positive towards larger \(x\). A constant \(D\) is assumed. In atomic units the Einstein relation gives \(D=\mu k_{\rm B}T\), with \(\mu\) the mobility. With the elementary charge restored it reads \(D=\mu k_{\rm B}T/e\). The rest of the algebra contains no further constants and holds in any consistent units.

Third, the surface recombines carriers at the rate \(S\,n(0)\) per area, with constant \(S\). The product of a velocity and a density is a flux, which is why \(S\) is called a velocity. It measures how readily the surface captures carriers and is not the speed of a particle.

Consider a slice between \(x\) and \(x+dx\). In steady state, what flows in plus what is generated equals what flows out plus what recombines:

\[
J(x)+G\,dx=J(x+dx)+\frac{n}{\tau}\,dx .
\]

Dividing by \(dx\) and letting the slice shrink gives \(-J'+G-n/\tau=0\). With \(J=-Dn'\) this becomes

\[
D\,n''-\frac{n}{\tau}+\alpha\Phi e^{-\alpha x}=0 .
\]

At the surface, the carriers that arrive are those that recombine. Arrival at \(x=0\) means motion towards smaller \(x\), so the arriving flux is \(-J(0)=+D\,n'(0)\). Hence

\[
D\,n'(0)=S\,n(0).
\]

The positive sign says that the density rises on going inward from a recombining surface, as it must if carriers are to diffuse outward. Deep in the wafer there is neither light nor any other source, so \(n\to0\) as \(x\to\infty\).

Integrating the balance equation from the surface to infinity gives

\[
-D\,n'(0)-\frac1\tau\int_0^\infty n\,dx+\Phi=0,
\]

because \(n'\) vanishes at infinity. With the surface condition,

\[
\Phi=S\,n(0)+\frac1\tau\int_0^\infty n\,dx .
\]

Generation equals surface loss plus bulk loss. The fraction lost at the surface is therefore

\[
F=\frac{S\,n(0)}{\Phi},
\]

and the whole task is to find one number, the density at the surface.

### First derivation: solve for the density

Take \(\alpha L\neq1\) for the moment. The source is proportional to \(e^{-\alpha x}\), and differentiation reproduces this function, so a particular solution is \(A e^{-\alpha x}\). Inserting it gives

\[
D\alpha^2A-\frac{A}{\tau}+\alpha\Phi=0 .
\]

Multiplication by \(\tau\) and use of \(D\tau=L^2\) lead to

\[
A\,(\alpha^2L^2-1)=-\alpha\Phi\tau,
\qquad
A=\frac{\alpha\Phi\tau}{1-\alpha^2L^2}.
\]

Without the source, the equation reads \(n''=n/L^2\), with solutions \(e^{-x/L}\) and \(e^{+x/L}\). The growing one violates the condition at infinity. The general admissible density is therefore

\[
n(x)=A e^{-\alpha x}+B e^{-x/L}.
\]

The surface condition fixes \(B\). From \(n'(0)=-\alpha A-B/L\) and \(n(0)=A+B\),

\[
-\alpha DA-\frac{D}{L}B=SA+SB .
\]

Collecting the terms in \(B\) on one side gives

\[
B=-A\,\frac{S+\alpha D}{S+D/L}.
\]

The surface density follows:

\[
n(0)=A+B
=A\,\frac{S+D/L-S-\alpha D}{S+D/L}
=A\,\frac{D}{L}\,\frac{1-\alpha L}{S+D/L}.
\]

Now insert \(A\) and factor \(1-\alpha^2L^2=(1-\alpha L)(1+\alpha L)\). The factor \(1-\alpha L\) cancels, and \(\tau D/L=L^2/L=L\), so that

\[
n(0)=\frac{\Phi}{S+D/L}\,\frac{\alpha L}{1+\alpha L}.
\]

Multiplication by \(S/\Phi\) gives the stated result,

\[
F=\frac{S}{S+D/L}\,\frac{\alpha L}{1+\alpha L}
=\frac{\sigma}{1+\sigma}\,\frac{a}{1+a}.
\]

### The bulk share and the case \(\alpha L=1\)

The bulk loss can be computed separately from the same density, which checks the constants \(A\) and \(B\) together. Each exponential integrates to its decay length:

\[
\frac{1}{\Phi\tau}\int_0^\infty n\,dx
=\frac{1}{\Phi\tau}\left(\frac{A}{\alpha}+BL\right).
\]

Multiplying numerator and denominator of \((S+\alpha D)/(S+D/L)\) by \(L/D\) turns this ratio into \((\sigma+a)/(\sigma+1)\). The bulk share is then

\[
\frac{1}{1-a^2}\left[1-\frac{a(\sigma+a)}{1+\sigma}\right]
=\frac{1+\sigma-a\sigma-a^2}{(1-a^2)(1+\sigma)} .
\]

The numerator is \(\sigma(1-a)+(1-a)(1+a)=(1-a)(1+a+\sigma)\), so the bulk share equals

\[
\frac{1+a+\sigma}{(1+a)(1+\sigma)} .
\]

Adding \(F=a\sigma/[(1+a)(1+\sigma)]\) gives the numerator \(1+a+\sigma+a\sigma=(1+a)(1+\sigma)\), and the two shares sum to one.

At \(\alpha L=1\) the constants \(A\) and \(B\) diverge with opposite signs, while their sum stays finite. Put \(z=x/L\) and write the density as

\[
n=\frac{\Phi\tau}{L}\,\frac{a}{1-a^2}
\left[e^{-az}-\frac{\sigma+a}{\sigma+1}e^{-z}\right].
\]

Set \(a=1+\varepsilon\) and expand to first order in \(\varepsilon\). The first exponential becomes \(e^{-z}(1-\varepsilon z)\), and the ratio becomes \(1+\varepsilon/(1+\sigma)\). The bracket is then \(-\varepsilon e^{-z}[z+1/(1+\sigma)]\), while \(1-a^2\) is \(-2\varepsilon\). In the limit

\[
n=\frac{\Phi\tau}{2L}\,e^{-x/L}\left[\frac{x}{L}+\frac{1}{1+\sigma}\right].
\]

At \(x=0\) this gives \(F=S\tau/[2L(1+\sigma)]\). Since \(\tau/L=L/D\), this is \(\tfrac12\,\sigma/(1+\sigma)\), which is the general formula at \(a=1\). The special case belongs to the method of solution and not to the physics.

### Limiting cases

For \(S\gg D/L\), nearly every carrier that reaches the surface is eventually captured there, and \(F\to\alpha L/(1+\alpha L)\). This stays below one because some carriers recombine in the bulk before they reach the surface. For very strong absorption, \(\alpha L\to\infty\) and \(F\to S/(S+D/L)\). Every carrier is then born next to the surface, yet some diffuse inward and are lost in the bulk.

If \(S\ll D/L\), the loss is proportional to \(S\), with \(F\approx(SL/D)\,\alpha L/(1+\alpha L)\). If \(\alpha L\ll1\), it is proportional to \(\alpha\), with \(F\approx\alpha L\,S/(S+D/L)\): the carriers that count are then those born within about one diffusion length.

A longer lifetime at fixed \(D\), \(S\) and \(\alpha\) raises \(L\), and with it both factors. Better bulk material therefore increases the surface share of the recombination, because the competing loss has become slower.

A change of \(D\) at fixed \(\tau\), \(S\) and \(\alpha\) acts in two directions, since \(a\propto D^{1/2}\) and \(\sigma\propto D^{-1/2}\). The logarithmic derivative of \(y/(1+y)\) with respect to \(\ln y\) is \(1/(1+y)\), so

\[
\frac{d\ln F}{d\ln D}
=\frac12\left[\frac{1}{1+a}-\frac{1}{1+\sigma}\right].
\]

This is negative when \(\sigma<a\), which means \(S<\alpha D\), and positive when \(S>\alpha D\). Faster diffusion brings deep carriers to the surface but also takes shallow carriers away from it. The surface share is largest when \(D=S/\alpha\).

## Second half: the weighting derivation, the comparison and an example

### Symbols and results carried over

Photons enter at the rate \(\Phi\) per area and generate pairs at the rate \(G(x)=\alpha\Phi e^{-\alpha x}\) per volume. The excess minority density \(n(x)\) has diffusion coefficient \(D\), lifetime \(\tau\) and diffusion length \(L=\sqrt{D\tau}\). It obeys

\[
D\,n''-\frac{n}{\tau}+G=0,\qquad D\,n'(0)=S\,n(0),\qquad n(\infty)=0,
\]

where \(S\) is the surface recombination velocity. The fraction of carriers lost at the surface is \(F=S\,n(0)/\Phi\). Solving for \(n(x)\) gave \(F=[S/(S+D/L)]\,[\alpha L/(1+\alpha L)]\).

### Second derivation: weight each carrier by its depth

Only \(n(0)\) is needed, so it should be possible to find it without the rest of the density. Choose the weight

\[
w(x)=e^{-x/L},\qquad D\,w''=\frac{D}{L^2}\,w=\frac{w}{\tau}.
\]

It satisfies the balance equation without a source, equals one at the surface and vanishes deep inside. Multiply the balance equation by \(w\) and integrate:

\[
D\int_0^\infty w\,n''\,dx-\frac1\tau\int_0^\infty w\,n\,dx+\int_0^\infty G\,w\,dx=0 .
\]

Integrate the first term by parts twice. The contributions at infinity vanish because \(w\) and \(w'\) do. The first step gives

\[
D\int_0^\infty w\,n''\,dx=-D\,n'(0)-D\int_0^\infty w'\,n'\,dx ,
\]

and the second gives

\[
-D\int_0^\infty w'\,n'\,dx=D\,w'(0)\,n(0)+D\int_0^\infty w''\,n\,dx .
\]

Here \(D\,n'(0)=S\,n(0)\), \(w'(0)=-1/L\) and \(D\,w''=w/\tau\). Therefore

\[
D\int_0^\infty w\,n''\,dx=-S\,n(0)-\frac{D}{L}\,n(0)+\frac1\tau\int_0^\infty w\,n\,dx .
\]

The last integral cancels the bulk term in the weighted balance. What is left contains the density at the surface alone:

\[
\left(S+\frac{D}{L}\right)n(0)=\int_0^\infty G(x)\,e^{-x/L}\,dx .
\]

The form of \(G\) has not yet been used. If carriers are generated at a single depth \(x\), at unit rate per area, the right side is \(e^{-x/L}\). The surface loss \(S\,n(0)\) is then the probability that a carrier born at that depth ends at the surface:

\[
p(x)=\frac{S}{S+D/L}\,e^{-x/L}.
\]

For exponential absorption, averaging over the birth depths gives

\[
F=\frac{S}{S+D/L}\int_0^\infty\alpha e^{-(\alpha+1/L)x}\,dx
=\frac{S}{S+D/L}\,\frac{\alpha}{\alpha+1/L}
=\frac{S}{S+D/L}\,\frac{\alpha L}{1+\alpha L}.
\]

The value \(\alpha L=1\) needs no separate treatment here.

The first factor has a simple meaning. Suppose carriers are supplied at the surface itself and keep the density there at \(n_0\). Inside, the density is \(n_0e^{-x/L}\), and the inward flux is \(-D\,n'(0)=(D/L)\,n_0\). The surface removes \(S\,n_0\). The bulk thus acts on surface carriers as a sink with velocity \(D/L\), and the surface wins the share \(S/(S+D/L)\).

Two derivations, one through the full density and one through a weight for each depth, give the same surface share \(F\), a surface factor times a depth factor. What remains is to compare what each derivation assumes, to put numbers to a silicon wafer under oxide, and to examine what the model leaves out.
